# How Load Currents Set Voltage Drops in a Resistive Power Grid

**Q.** I have a power mesh fed by several bumps. When I add a load at one place, the currents in the whole mesh rearrange themselves. Could the rearrangement reduce the voltage drop somewhere else?

**A.** That depends on what is called the drop, so let me fix it first. The mesh has nodes $i=1,\dots,n$ at voltages $v_i$. A wire between nodes $i$ and $j$ has a fixed conductance $g_{ij}=g_{ji}>0$; where there is no wire, $g_{ij}=0$. Some nodes are tied to supply pads through conductances $g_{i0}>0$, which are the bumps, and for the others $g_{i0}=0$. All pads are held at the same voltage $V$, whatever current they deliver. Node $i$ feeds a load that draws a prescribed steady current $I_i$, positive when it leaves the mesh. Every node has a path of wires to some pad.

The drop is measured from the pad voltage: $d_i=V-v_i$. The current arriving at node $i$ equals the load current:

$$g_{i0}(V-v_i)+\sum_j g_{ij}(v_j-v_i)=I_i .$$

Since $v_j-v_i=(V-d_j)-(V-d_i)=d_i-d_j$, this becomes

$$g_{i0}d_i+\sum_j g_{ij}(d_i-d_j)=I_i. \tag{1}$$

The supply voltage has cancelled. Collecting the coefficients of each drop gives $Gd=I$ with

$$G_{ii}=g_{i0}+\sum_j g_{ij},\qquad G_{ij}=-g_{ij}\quad(i\ne j).$$

This is the grounded conductance matrix: the pads have been removed as unknowns because their drop is zero. If $G$ has an inverse $R$, then $d=RI$, and $R_{ij}$ is the drop at $i$ per ampere drawn at $j$. Your question is whether any $R_{ij}$ can be negative.

**Q.** And can it?

**A.** No. Suppose that no load current is negative, and that the smallest drop in the mesh is some $m<0$. Look at equation (1) at a node where $d_i=m$. The term $g_{i0}m$ is zero or negative. Each term $g_{ij}(m-d_j)$ is also zero or negative, because no drop is smaller than $m$. Their sum must nevertheless equal $I_i\ge0$, so every term must vanish. Two things follow: the node has no tie to a pad, and all its neighbours also have drop $m$.

The argument now applies to each neighbour, and so on along the wires. But there is a path from the first node to a node with $g_{i0}>0$. There the term $g_{i0}m$ is strictly negative, which is a contradiction. Hence

$$I\ge0\ \text{at every node}\quad\Longrightarrow\quad d\ge0\ \text{at every node}. \tag{2}$$

In physical terms, a node above the pad voltage would need a source to hold it there. The highest node in the mesh can only send current to its neighbours, and a load takes still more away.

**Q.** You assumed that the inverse exists.

**A.** Statement (2) supplies it. Suppose $Gd=0$. Zero currents are nonnegative, so $d\ge0$. The vector $-d$ satisfies the same equation, so $-d\ge0$ too. Therefore $d=0$, and a square matrix that sends only the zero vector to zero is invertible.

Column $j$ of $R$ is the set of drops produced by one ampere at $j$ and nothing elsewhere. By (2) it has no negative entry. For any change of loads, linearity gives

$$\Delta d=R\,\Delta I,\qquad \Delta I\ge0\ \Longrightarrow\ \Delta d\ge0 .$$

The change need not be small. If you raise one load and lower another, however, the two contributions have opposite signs, and (2) alone does not settle which one wins at a given node.

**Q.** Could the increase be zero at some node?

**A.** Not if the wires join all nodes without passing through a pad. Suppose that a unit load at $j$ left $d_i=0$. In equation (1) at $i$, the left side is then $-\sum_k g_{ik}d_k\le0$, while the right side is nonnegative. So all neighbours have zero drop, and then their neighbours, until the whole mesh has zero drop. That contradicts the unit current at $j$. If two parts of the net meet only at ideal pads, their mutual $R_{ij}$ is zero.

The same reasoning at the maximum shows where a load hurts most. For a unit load at $j$, let $M>0$ be the largest drop. At any other node with drop $M$, the load is zero and every term in (1) is nonnegative. All terms vanish: the node has no pad tie, and its neighbours also have drop $M$. Following a path towards a pad, we either meet $j$ or reach a pad-tied node, where $g_{i0}M>0$ is a contradiction. So the maximum occurs at $j$:

$$0\le R_{ij}\le R_{jj}. \tag{3}$$

**Q.** The proof by contradiction convinces me, but I would like to see why the rearranged currents never win.

**A.** Write $D_i=G_{ii}$ and divide (1) by it. With $P_{ij}=g_{ij}/D_i$,

$$d_i=\sum_jP_{ij}d_j+\frac{I_i}{D_i}.$$

Each drop is a weighted sum of the neighbours' drops plus a local contribution. There is no minus sign: a larger drop next door pulls this node down as well. Substituting the equation into itself $m$ times gives

$$d=\sum_{l=0}^{m-1}P^lD^{-1}I+P^md ,$$

where $D$ is the diagonal matrix of the $D_i$. The row sums of $P$ are $1-g_{i0}/D_i\le1$. Read $P_{ij}$ as the probability that a walker at $i$ steps to $j$, with the missing probability that it steps to a pad and stops. The row sum of $P^m$ at $i$ is then the probability that the walker is still in the mesh after $m$ steps.

From any node, at most $n-1$ wire steps lead to a pad-tied node, and one more leads out. Thus every row sum of $P^n$ is at most some $q<1$. The row sums of $P^{kn}$ are at most $q^k$, so the remainder $P^md$ tends to zero, and

$$R=\sum_{l=0}^{\infty}P^lD^{-1}. \tag{4}$$

Term $l$ collects the paths of $l$ wires between the load and the observed node. All of them add; none subtracts.

**Q.** Please put numbers on a mesh.

**A.** Take $5\times5$ nodes at a pitch of 50 µm, with wires 2 µm wide and 1 µm thick. I choose a resistivity of 1.90 µΩ cm at 293 K and a temperature coefficient of 0.0039 /K. One segment has

$$\frac{(1.90\times10^{-8}\,\Omega\,\mathrm m)(50\times10^{-6}\,\mathrm m)}{(2\times10^{-6}\,\mathrm m)(1\times10^{-6}\,\mathrm m)}=0.475\ \Omega .$$

At 358 K this is multiplied by $1+0.0039\times65=1.2535$, giving 0.595 Ω. The four corners are tied to 0.8 V through 0.02 Ω each. Every node draws 1 mA, except node (3,1), which draws 6 mA; rows and columns count from zero. The total is 30 mA.

The largest drop is 3.73 mV, at the 6 mA node, or 0.47% of the supply. Now raise the load at the centre, (2,2), by 1 mA with all other loads fixed. The drop rises by 0.318 mV at the centre, by 0.169 mV at its four neighbours and by 0.0050 mV at each corner. The corner value follows from symmetry: each bump supplies a quarter of the extra current, and $0.25\ \mathrm{mA}\times0.02\ \Omega=0.005$ mV.

The path sum gives the same central value. The first term of (4) is $1/D_i=0.5954/4=0.1489$ Ω, since four wires meet at the centre. Ten terms give 0.23892 Ω, a hundred give 0.31755 Ω, and the inverse matrix gives 0.31759 Ω.

The weakest coupling is between opposite corners, 0.111 mΩ. A milliampere added at one corner comes almost entirely from its own bump. The opposite bump supplies $0.111\ \mathrm{µV}/0.02\ \Omega=5.6$ µA of it, yet the drop there still rises. As a test, I solved Kirchhoff's and Ohm's laws with all branch currents as unknowns, raising each of the 25 loads by 1 mA in turn. Every drop rose, the smallest rise being 0.111 µV. The full maps are in the numerical output.

**Q.** I probe the voltage across a single wire. Does that always rise too?

**A.** No, and this is where the word "drop" matters. The voltage across a wire is a difference, $d_b-d_a$, and its change per ampere at $j$ is $R_{bj}-R_{aj}$, which can have either sign.

Take the wire from (0,2) to (1,2) and add 1 mA at (0,2). The drop at (0,2) rises from 2.436 to 2.809 mV, and at (1,2) from 2.860 to 3.045 mV. Both ends are worse off, but the first has risen more, in line with (3): no node's drop rises more than that of the node where the load is added. The voltage across the wire falls from 0.425 to 0.236 mV, and its current from $0.425/0.595=0.71$ mA to 0.40 mA. About a third of the new load's current is current that used to pass on through this wire; the rest arrives through the two wires along the edge. That is the rearrangement you had in mind: it can relieve a wire, but not a node.

**Q.** Is the theorem just a consequence of $G$ being positive definite?

**A.** No. Two nodes are enough to see it. With pad ties $g_1,g_2$ and a link $g$,

$$G=\begin{pmatrix}g_1+g&-g\\-g&g_2+g\end{pmatrix},\qquad R_{12}=\frac{g}{\det G},$$

$$\det G=(g_1+g)(g_2+g)-g^2=g_1g_2+g(g_1+g_2).$$

If both nodes have a pad tie, $R_{12}$ tends to zero for a weak link and the nodes decouple. For a strong link it tends to $1/(g_1+g_2)$, the two ties in parallel. Both limits are nonnegative.

Now let an active circuit imitate a link of $-0.2$ S, with ties of 1 S. The determinant is $1-0.4=0.6$ S², and the eigenvalues of $G$ are 0.6 and 1.0 S, so the matrix is positive definite. Yet $R_{12}=-0.2/0.6=-0.333$ Ω: a load at one node raises the voltage of the other. What protects the passive grid is the sign of the off-diagonal entries together with the connection to a pad.

That connection is needed as well. In a part cut off from all pads, adding (1) over its nodes cancels the wire currents in pairs and leaves $0=\sum I_i$. No steady solution exists if it feeds a net load.

**Q.** My circuits see the voltage between the power net and the ground net. What about the second net?

**A.** The load current taken from the power net enters the ground net at the same site. Let $u_i$ be the ground-net voltage above its pads. Current conservation has the form of (1), with $u$ in place of $d$ and the ground-net conductances in place of $g$. Hence $u=R_GI$ with $R_G\ge0$, and the local supply $V-d_i-u_i$ loses on both sides.

With an identical ground mesh, but its four bumps at the midpoints of the edges, the largest total loss is 6.37 mV, at the 6 mA node. Of this, 3.73 mV is in the power net and 2.64 mV in the ground net.

**Q.** My regulator has a sense line to the middle of the chip. I have seen a corner voltage go up when the middle draws more.

**A.** This model gives the same behaviour, because the pads are no longer at a fixed voltage. Let the regulator raise all pads together by $U$ so that the sensed node $s$ stays at $V$. Node voltages are $v_i=V+U-d_i$, with $d_i$ still measured from the pads. The condition $v_s=V$ gives $U=d_s$, so the shortfall from $V$ is

$$V-v_i=d_i-d_s .$$

For an extra ampere at $s$ it changes by $R_{is}-R_{ss}$, which by (3) is never positive. In the example, with the centre sensed and 1 mA added there, the corner shortfall changes by $0.0050-0.3176=-0.3126$ mV. The drops from the actual pad voltage have still all risen.

**Q.** Real loads do not draw a prescribed current. Does the result survive?

**A.** For the two load models below it does, with a restriction in each. I first take the ground net as ideal, so that a load sees the voltage $v_i$. Let ohmic loads draw $I_i=y_iv_i$ with $y_i\ge0$, and let $Y$ be the diagonal matrix of the $y_i$. In terms of voltages, conservation reads $(G+Y)v=Vg_0$, where $g_0$ is the column of pad ties. After the load conductances rise to $Y'=Y+\Delta Y$, we have $(G+Y')v'=Vg_0$. Subtracting the first equation from the second gives

$$(G+Y)(v'-v)+\Delta Y\,v'=0,$$

$$v'-v=-(G+Y)^{-1}\Delta Y\,v'.$$

The matrix $G+Y$ has the form of a grounded matrix with larger ties, so its inverse is nonnegative. So is that of $G+Y'$, which makes $v'=V(G+Y')^{-1}g_0\ge0$. No voltage can rise.

This proof needs the ideal ground. With resistance in both nets, an ohmic load at A can lower the supply at B through the power net. B then draws less current, and a site C coupled to B mainly through the ground net sees less ground rise. Take three sites in a row with 1 S ties in both nets, power links of 10 S (A–B) and 1 mS (B–C), ground links of 1 mS (A–B) and 10 S (B–C), $V=0.8$ V and loads of 0.05 S. Raising the load at A by 10% then raises the supply at C by about 31 µV. In the $5\times5$ example with both nets no local supply rises, but that is not guaranteed in general. The constant-power argument below does carry over, with $R+R_G$ in place of $R$.

Loads of constant power $W_k$ draw $W_k/(V-d_k)$, so

$$d_i=\sum_kR_{ik}\frac{W_k}{V-d_k}. \tag{5}$$

For drops below $V$, the right side grows when any $d_k$ or $W_k$ grows. Suppose that the raised powers have a solution $d'$. Start the original problem from $d=0$ and insert it repeatedly into the right side of (5). The iterates rise, and none can pass $d'$, because the right side with smaller powers and smaller drops is at most $d'$. They converge to a solution $d\le d'$.

This is the low-drop solution, and the restriction is real. For one node, (5) is $d(V-d)=RW$, with

$$d=\tfrac12\left(V\pm\sqrt{V^2-4RW}\right).$$

On the upper branch, $d$ falls as $W$ rises. Beyond $W=V^2/4R$ there is no steady solution.

In the mesh the differences are small. If the loads are set to the listed currents at 0.8 V, the largest drop is 3.74 mV for constant power and 3.71 mV for ohmic loads, against 3.73 mV for fixed currents.

**Q.** Current also heats the wires, so the conductances are not fixed either.

**A.** Suppose first that each wire is heated by its own current. Its current is then a function $\varphi_{ij}(x)$ of the voltage $x$ across it, odd and strictly increasing as long as a larger current needs a larger voltage. A metal whose resistance grows with temperature satisfies this on its steady operating branch. Compare two solutions, $d$ and $d'$, and set $e=d'-d$. For every wire, with $x=d_i-d_j$ and $x'=d'_i-d'_j$, the change of current is

$$\varphi_{ij}(x')-\varphi_{ij}(x)=\gamma_{ij}(x'-x)=\gamma_{ij}(e_i-e_j),$$

where $\gamma_{ij}>0$ is the slope of the chord; if $x'=x$, any positive value will do. Subtracting the two balances gives

$$g_{i0}e_i+\sum_j\gamma_{ij}(e_i-e_j)=\Delta I_i .$$

This is (1) with positive conductances, so $e\ge0$ whenever $\Delta I\ge0$.

Heat that a load sends into other wires is different, because it changes a resistance without changing that wire's current first. In the two-node net with 1 Ω ties, a link of resistance $r$ and a current $I_B$ at node B, the earlier formula with $g=1/r$ gives

$$d_A=\frac{g}{1+2g}\,I_B=\frac{I_B}{r+2}\qquad(r\text{ in }\Omega).$$

With $I_B=3$ mA and $r=1$ Ω, $d_A=1.00$ mV. If $I_B$ rises to 3.3 mA and its heat raises $r$ to 1.5 Ω, then $d_A=3.3/3.5=0.94$ mV. The drop has fallen. Here a 10% increase in current must raise the link resistance by more than 30%, so the case is deliberately exaggerated.

**Q.** How large is the heating in your mesh?

**A.** For a wire's own heat I assume flow straight down through 5 µm of dielectric with conductivity 0.5 W/(m K). This overestimates the warming: the wire is narrower than the dielectric is thick, so heat also spreads sideways, and some flows away along the copper. One segment then has a thermal resistance of

$$\frac{5\times10^{-6}}{0.5\times(2\times10^{-6})(50\times10^{-6})}=10^5\ \mathrm{K/W}.$$

The largest wire current, 3.78 mA, dissipates $(3.78\ \mathrm{mA})^2\times0.595\ \Omega=8.5$ µW and in this estimate warms its segment by about 0.85 K. With dielectric all around the wire, two-dimensional conduction gives a thermal resistance about six times smaller.

For the loads I use point sources on deep silicon with 110 W/(m K). A power $W$ crossing a hemisphere of area $2\pi r^2$ gives a rise $W/(2\pi kr)$ at distance $r$. At the midpoints of the wires, all loads together give a rise of at most 0.60 K. Nearer to a load the rise is larger, and at the load itself the point-source formula diverges, so I use the midpoint value for the whole wire. For loads much smaller than the pitch, this is below the average along the wire. At 358 K the relative temperature coefficient is $0.0039/1.2535=0.0031$ /K, so these are resistance changes of a few tenths of a percent.

With both effects included in this approximation, I again raised each load by 1 mA. All drops rose. The rises lay between 0.3% below and about 4% above those of the unheated mesh. The upper figure depends on the midpoint approximation. If the temperature is averaged along each wire for disc-shaped loads of radius 5 µm or 1 µm, the largest temperature rise from the loads becomes 0.95 K or 1.2 K and the upper figure 5% or 6%; all drops still rise.

**Q.** How close is this example to a real chip?

**A.** The dimensions, voltage and temperature are round values I chose to resemble the thick upper copper wiring of a logic chip; they are not data from a particular one. The temperature coefficient is that of pure bulk copper; for wiring of higher resistivity it is somewhat smaller, which would lower the wire resistance at 358 K by about 2%. The load corresponds to $0.8\ \mathrm V\times30\ \mathrm{mA}=24$ mW on $(250\ \mathrm{µm})^2$, or 38 W/cm². The largest current density is 0.19 MA/cm².

The assumption that moves the number most, among those I sized, is that the mesh is a single layer with the devices attached directly to it. Put the two wire directions on separate layers joined by 0.1 Ω vias, with the bumps on the upper layer and the devices fed from the lower one, and the largest drop grows from 3.73 to 4.29 mV. Add an assumed 0.5 Ω stack down to the devices at each node, and the 6 mA load loses another 3.00 mV, for 7.29 mV in all. The magnitude nearly doubles, but these are further positive resistors, so the sign theorem covers them.

Switching currents, capacitance and inductance lie outside this steady-state model, and I have not estimated them. For a DC analysis with fixed resistances, fixed pad voltages and prescribed currents, the theorem has a practical use: if each load has an upper limit of its own, setting all loads to their limits gives the largest drop at every node at once. It does not give the largest current in every wire, as the wire from (0,2) to (1,2) showed.

## Computed values

```
random nets inverted exactly: 40
negative link -0.2 S, ties 1 S: R_12 = -0.3333 ohm
its eigenvalues: [0.6 1. ] S
nodes are (row,column), counted from 0
pitch, width, thickness: 50, 2, 1 um
supply 0.8 V; temperature of use 358 K
resistivity at 293 K: 1.90 uohm cm; coefficient 0.0039 /K
wire segment at 293 K, in use: 0.4750, 0.5954 ohm
bump resistance: 0.02 ohm, at the four corners
load per node 1 mA; at (3,1) 6 mA; total 30 mA
power density: 38.4 W/cm2
drop map (mV), rows 0 to 4:
    0.145   1.952   2.436   1.899   0.138
    2.066   2.680   2.860   2.529   1.899
    2.777   3.245   3.201   2.860   2.436
    2.424   3.727   3.245   2.680   1.952
    0.171   2.424   2.777   2.066   0.145
increase (mV) for +1 mA at the centre (2,2):
   0.0050  0.0794  0.1092  0.0794  0.0050
   0.0794  0.1241  0.1687  0.1241  0.0794
   0.1092  0.1687  0.3176  0.1687  0.1092
   0.0794  0.1241  0.1687  0.1241  0.0794
   0.0050  0.0794  0.1092  0.0794  0.0050
smallest transfer resistance: 0.1111 mohm, (0,0) from (4,4)
smallest increase, all +1 mA cases, direct: 0.1111 uV
largest supply loss, both nets: 6.367 mV at (3,1)
steps until all row sums of P^m < 1: 5
spectral radius of P: 0.92070
centre R from 1 path terms: 0.14885 ohm
centre R from 10 path terms: 0.23892 ohm
centre R from 100 path terms: 0.31755 ohm
centre R from the inverse: 0.31759 ohm
wire (0,2)-(1,2), +1 mA at (0,2):
  voltage across it: 0.4246 -> 0.2362 mV
  drop at (0,2): 2.4356 -> 2.8088 mV
  drop at (1,2): 2.8602 -> 3.0450 mV
sensed supply, +1 mA at centre: corner drop changes -0.3126 mV
largest drop, basic model: 3.7275 mV
  constant-power loads: 3.7423 mV
  ohmic loads: 3.7128 mV
  with heating: 3.7375 mV
  with vias 0.1 ohm: 4.2934 mV
  and stack 0.5 ohm: 7.2934 mV
dielectric 5 um, 0.5 W/(m K); silicon 110 W/(m K)
largest rise, own current: 0.854 K; from loads: 0.599 K
heated/basic increase, all pairs: 0.9970 to 1.0385
largest wire current: 3.783 mA, 0.189 MA/cm2
two nodes, ties 1 ohm; load B 3 -> 3.3 mA, link 1 -> 1.5 ohm:
  drop at A: 1.0000 -> 0.9429 mV
```
